# Comment on extracting a barrier height from contact resistivity against doping

The manuscript plots the logarithm of the specific contact resistivity $\rho_c$ of a metal on n-type silicon against $N^{-1/2}$, where $N$ is the doping. It fits a straight line, inserts a tunnelling mass, and reports the result as a measured barrier height. A smaller slope in strained samples is then read as a lower barrier. The argument is that tunnelling resistivity rises exponentially with the barrier, so the slope must measure the barrier.

The premise is sound for tunnelling contacts, but the conclusion needs the slope to depend on no other unknown. Whether it does can be settled by calculating it.

## What the slope contains

Assume an abrupt contact, uniform and fully active doping, a depletion layer free of mobile electrons, and conserved transverse momentum. Let $\phi$ be the barrier above the Fermi level, $m$ the mass for motion normal to the contact, and $\varepsilon$ the permittivity. All energies are measured from the bulk conduction-band edge, and the Fermi level lies at $\xi$. The band edge at the interface is then at $V=\phi+\xi$.

The donor charge density $+qN$ gives the electron energy $U(x)$ the curvature $U''=q^2N/\varepsilon$. With $U=U'=0$ at the depletion edge $x=W$,

$$U=\frac{q^2N}{2\varepsilon}(W-x)^2=V\left(1-\frac{x}{W}\right)^2,\qquad W^2=\frac{2\varepsilon V}{q^2N},$$

where the second relation follows from $U(0)=V$.

In the WKB approximation an electron with normal energy $e<V$ is transmitted with probability $T=e^{-G}$, where

$$G(e)=\frac{2}{\hbar}\int\sqrt{2m(U-e)}\,dx$$

runs over the forbidden region. Put $u=1-x/W$. The turning point is at $u_0=\sqrt{e/V}$, and

$$G=\frac{2W\sqrt{2m}}{\hbar}\int_{u_0}^{1}\sqrt{Vu^2-e}\,du .$$

The integral equals

$$\frac12\left[\sqrt{V-e}-\frac{e}{\sqrt V}\,\mathrm{arccosh}\sqrt{\frac Ve}\right],$$

since the lower limit contributes nothing. The remaining prefactor is

$$\frac{W\sqrt{2m}}{\hbar}=\frac{2}{\hbar q}\sqrt{\frac{m\varepsilon V}{N}}=\frac{\sqrt V}{E_{00}},\qquad E_{00}=\frac{\hbar q}{2}\sqrt{\frac{N}{m\varepsilon}} .$$

Hence

$$G(e)=\frac{1}{E_{00}}\left[\sqrt{V(V-e)}-e\,\mathrm{arccosh}\sqrt{\frac Ve}\right].$$

The resistivity also depends on how many electrons arrive. With two spins and velocity $v_x$, the current density is

$$J=\frac{2q}{(2\pi)^3}\int d^3k\,v_xT\,(f_s-f_m),$$

where $f_s$ and $f_m$ are the occupations in semiconductor and metal. Use $v_x\,dk_x=de/\hbar$ and $d^2k_\parallel=2\pi m_s\,dE_\parallel/\hbar^2$, where $m_s$ is the transverse mass summed over valleys. The prefactor becomes $qm_s/(2\pi^2\hbar^3)$.

For a small voltage $v$, $f_s-f_m=qv(-\partial f/\partial E)$. The change of $T$ with voltage multiplies a difference that vanishes at equilibrium, so it enters at second order. Integrating $-\partial f/\partial E$ over $E_\parallel$ leaves $f(e)$, and

$$\frac1{\rho_c}=\frac{q^2m_s}{2\pi^2\hbar^3}\int_0^\infty T(e)f(e)\,de .$$

At zero temperature the integral stops at $\xi$. Writing $e=\xi t$ gives

$$\ln\rho_c=\text{const}-\ln\xi-\ln\int_0^1e^{-G(\xi t)}dt .$$

For parabolic bands $\xi\propto N^{2/3}$. When $\xi\ll\phi$, expansion of $G$ gives

$$G(e)\simeq\frac{1}{E_{00}}\left[\phi+\xi-\frac e2-e\ln\left(2\sqrt{\frac Ve}\right)\right].$$

Everything after $\phi$ is at most of order $(\xi/E_{00})\ln(V/\xi)$. Since $\xi/E_{00}\propto N^{1/6}$, these terms vanish as $N$ falls. With $s=N^{-1/2}$, the supply term is $-\tfrac23\ln N=\tfrac43\ln s$, so

$$\ln\rho_c\simeq\text{const}+S_0s+\frac43\ln s,\qquad \boxed{S_0=\frac{2\phi\sqrt{m\varepsilon}}{\hbar q}} .$$

The local slope is $S_0+4/(3s)$ and tends to $S_0$ for large $s$. On a decadic plot the limiting slope is $S_0/\ln10$. With $\varepsilon$ known, it determines $\phi\sqrt m$. A high barrier with a light mass and a lower barrier with a heavier mass share the same leading slope whenever their values of $\phi\sqrt m$ agree.

This is a zero-temperature limit. At fixed temperature, lowering the doping eventually makes $E_{00}$ smaller than $kT$, and emission over the barrier replaces tunnelling.

## The procedure applied to a known contact

Take contact A with $\phi=0.60$ eV, $m=0.19\,m_0$ and relative permittivity 11.7. Contact B has $\phi=0.45$ eV and

$$m=0.19\left(\frac{0.60}{0.45}\right)^2m_0=0.338\,m_0 .$$

Both have $\phi\sqrt m=0.2615$ eV $m_0^{1/2}$. The supply mass, $1.67\,m_0$, and the density-of-states mass are held fixed in all comparisons.

I quote slopes of the natural logarithm per $10^{-10}$ cm$^{3/2}$, so that the abscissa is 1 at $10^{20}$ cm$^{-3}$. There $E_{00}$ is 0.1245 eV for A and 0.0934 eV for B, and

$$S_0=\frac{0.60}{0.1245}=\frac{0.45}{0.0934}=4.82 .$$

The decadic value is 2.09. In general $S_0=18.42\,\phi\sqrt m$, with $\phi$ in eV and $m$ in $m_0$.

Straight lines fitted to the full current integral at eight dopings from $5\times10^{19}$ to $3\times10^{20}$ cm$^{-3}$ have these slopes:

| Contact | 30 K | 300 K |
|---|---|---|
| A: 0.60 eV, $0.190\,m_0$ | 6.09 | 5.56 |
| B: 0.45 eV, $0.338\,m_0$ | 6.03 | 5.23 |
| Control: 0.45 eV, $0.190\,m_0$ | 4.88 | 4.42 |

At 300 K the barriers of A and B differ by 25%, but their slopes differ by 6%. Lowering the barrier with the mass held fixed changes the slope by 21%. Even the 6% is no way out: a mass of $0.416\,m_0$ gives the 0.45 eV barrier the same fitted 300 K slope as A. Apart from a constant offset, the two curves then differ by at most 0.026 in $\ln\rho_c$.

The manuscript's recipe divides the slope of A by $18.42\sqrt m$:

- for $m=0.19\,m_0$ it returns 0.69 eV;
- for $m=0.26\,m_0$ it returns 0.59 eV;
- for $m=0.34\,m_0$ it returns 0.52 eV.

The correct mass gives the wrong barrier, because the fitted slope exceeds $S_0$ by 15%. The value 0.59 eV is close to the true 0.60 eV because a wrong mass offsets this excess. Agreement with an expected barrier therefore does not validate the procedure.

## Why the fitted slope is not $S_0$

The supply term predicts a relative excess of $4/(3S_0s)=4E_{00}/(3\phi)$ in the local zero-temperature slope. For A at $10^{18}$ cm$^{-3}$ this is 2.8%, as the full integral gives. At $10^{20}$ cm$^{-3}$ the estimate is 28% and the full result 25%; the expansion is no longer accurate there, but it identifies the main cause.

Fitting $\ln(\rho_cN^{2/3})$ instead removes the leading supply term. At 30 K this gives 4.68 for A and 4.62 for B, which are 3% and 4% below $S_0$.

Temperature acts the other way. In $dG/de$ the two square-root terms cancel, leaving

$$\frac{dG}{de}=-\frac{1}{E_{00}}\,\mathrm{arccosh}\sqrt{\frac Ve} .$$

Thermally excited electrons therefore gain more transmission when $E_{00}$ is small. They lower the resistivity most at the low-doping end and flatten the line. The supply correction alone is thus insufficient at 300 K.

## Can the intercept or the strained samples decide?

The intercept does carry other information. The 0.45 eV contact matched in slope to A is 24 to 30% more resistive across the window. Using that difference requires an absolute prefactor known to better than this, including the contact area and the transmission of the metal interface.

I replaced the WKB transmission by a solution of the wave equation, matched to a free-electron metal whose band bottom, for motion normal to the contact, is set 10 eV below the Fermi level. At 300 K the slopes change by less than 2%, to 5.48 for A and 5.23 for B. At $10^{20}$ cm$^{-3}$, however, the resistivity of A falls from $3.9\times10^{-8}$ to $2.0\times10^{-8}$ $\Omega$ cm$^2$, and that of B from $3.4\times10^{-8}$ to $2.5\times10^{-8}$ $\Omega$ cm$^2$. The order of the two contacts is reversed. This depends on the metal: the order is reversed for band depths from 4 to 15 eV but not for 1 or 2 eV, while the slopes stay within 2% of the WKB values throughout. A WKB intercept is therefore not a safe discriminator.

For strain, take the logarithm of $S_0\propto\phi\sqrt m$ and differentiate at fixed $\varepsilon$:

$$\frac{\delta S_0}{S_0}=\frac{\delta\phi}{\phi}+\frac12\frac{\delta m}{m} .$$

A barrier reduced by 5% and a mass reduced by 9.75% both multiply $S_0$ by 0.95. In the 30 K fits they lower the slope of A by 4.0% and 3.8%. These changes are below 5% because the supply contribution does not shrink with $S_0$: $0.05\times4.82/6.09=4.0\%$. At 300 K the changes are 4.1% and 3.3%. A smaller slope under strain is not by itself evidence of a lower barrier. Strain also splits the conduction-band valleys. This shifts the Fermi level and the supply of electrons, so the fitted slope can change even when $\phi$ and $m$ do not.

## A measurement that separates the two

On a lightly doped contact, electrons pass over the barrier. Suppose first that this emission, and not transport through the depletion layer, limits the current. With $T=1$ above $V$ and $f\simeq e^{-(e-\xi)/kT}$, the current integral is $kT\,e^{-\phi/kT}$. Therefore

$$\ln(\rho_cT)=\text{const}+\frac{\phi}{kT},$$

where $T$ on the left is temperature. This activation energy contains no tunnelling mass.

The doping must be low enough to suppress tunnelling. Let $\delta=V-e$ be a small depth below the barrier top and $r=\sqrt{\delta/V}$. Then $\mathrm{arccosh}\sqrt{V/e}=\mathrm{artanh}\,r\simeq r+r^3/3$, and

$$G\simeq\frac{V}{E_{00}}\left[r-(1-r^2)\left(r+\frac{r^3}{3}\right)\right]\simeq\frac{2\,\delta^{3/2}}{3E_{00}\sqrt V} .$$

Electrons within a depth of order $(E_{00}\sqrt V)^{2/3}$ still tunnel and reduce the activation energy. Between 290 and 310 K, contact A gives 0.5855 eV at $10^{16}$ cm$^{-3}$ and 0.597 eV at $10^{14}$ cm$^{-3}$. With tunnelling switched off, the first value becomes 0.600 eV, which confirms the cause.

These values assume full transmission above the barrier. At an abrupt metal interface, electrons just above the top are partly reflected. If their transmission rises as $\sqrt{e-V}$, the current integral gains a factor $\sqrt{kT}$ and the activation energy rises by $kT/2$, or 0.013 eV at 300 K. The barrier is therefore uncertain by about 0.01 eV from this source. Image force, also left out here, lowers the activation energy of A by 0.006 eV at $10^{14}$ cm$^{-3}$ and 0.016 eV at $10^{16}$ cm$^{-3}$ in the WKB model, and by about 0.01 eV at both dopings when the wave equation with the metal model above is used.

Very light doping brings another limit. Electrons must also drift and diffuse through the depletion layer, whose resistance is in series with that of emission. Near the interface their density is $n_se^{Fx/kT}$, where $n_s$ is its interface value and $F=2V/W$ is the steepness of the band edge. With mobility $\mu$, integrating $1/(q\mu n)$ gives a resistivity $kT/(q\mu n_sF)$. Emission with mean velocity $v_R$ gives $kT/(q^2n_sv_R)$, so the ratio of the two is

$$\frac{\rho_{\text{diffusion}}}{\rho_{\text{emission}}}\simeq\frac{v_R}{\mu F/q} .$$

For A at $10^{14}$ cm$^{-3}$ and 300 K, $F/q$ is about $2.9\times10^3$ V/cm. With $\mu=1400$ cm$^2$/(V s), both velocities are about $4\times10^6$ cm/s and the two resistances are nearly equal. The ratio rises on heating, mainly because the mobility falls. For $\mu\propto T^{-2.4}$ this lowers the activation energy of A by about 0.05 eV. At $10^{16}$ cm$^{-3}$ the ratio is between 0.1 and 0.2, the larger value applying when image force rounds the barrier top, and the reduction is about 0.01 eV. Choosing an intermediate doping does not remove the problem, because tunnelling and image force grow with doping while the effect of diffusion shrinks. A real measurement therefore needs corrections for all three. The masses below include none of these effects.

Combining the $10^{14}$ cm$^{-3}$ value with the supply-corrected 30 K slope gives

$$m_A=\left(\frac{4.677}{18.42\times0.597}\right)^2m_0=0.181\,m_0 .$$

The same steps for B, with 4.619 and 0.448 eV, give $0.314\,m_0$. These are 5% and 7% below the input masses. The comparison tests the inversion within the emission model; it is not the accuracy to expect from a measurement at $10^{14}$ cm$^{-3}$. The method assumes that the lightly and heavily doped contacts have the same barrier, and that it does not change with temperature.

## Relation to real silicide contacts

Contact A has rough typical values for a silicide on (100) n-type silicon, where four valleys present the light mass to the interface. In the WKB model without image force, the two heavy valleys add 0.07% to its conductance at the lower end of the window and 1.4% at the upper end. The mass of B is a hypothetical tunnelling parameter, not a silicon band-edge mass.

Incomplete donor activation can cause a large error. If half the donors are active at every doping but all are counted, the leading slope, and the $\phi\sqrt m$ read from it, are too large by a factor of 1.41. The slope of A fitted in the window at 300 K rises less, by about 25%, because the supply and thermal terms do not scale in the same way. Image force lowers the barrier peak of A by 0.22 eV at $10^{20}$ cm$^{-3}$, yet with the metal model used above it changes the wave-equation slope by only 3%, from 5.48 to 5.31. In the low-doping limit, where $V\to\phi$, two-band dispersion with a direct gap of 1.12 eV would reduce the band-edge exponent by 15% for A and 11% for B. For silicon this overstates the effect: the 1.12 eV gap is indirect, and at the conserved transverse momentum of the light valleys the valence band lies several eV below the conduction band. Any remaining nonparabolicity makes a fitted parabolic mass depend on the barrier. At $10^{20}$ cm$^{-3}$ the mean donor spacing, 2.2 nm, is close to the 2.9 nm depletion width of A, which makes a smooth donor charge doubtful. The depletion layer is also not free of mobile electrons when the bulk is degenerate. Including them semiclassically in the band bending raises the WKB slopes of A and B by about 1% at 30 K and 2% at 300 K, and their resistivities at $10^{20}$ cm$^{-3}$ and 300 K by about 50%, which further weakens any use of the intercept. Interface layers, barrier inhomogeneity and band-gap narrowing are also left out.

## Recommendation

The manuscript should report $\phi\sqrt m$, with the active doping and the supply and thermal corrections stated. A separate barrier needs an independent constraint, such as the activation energy above with tunnelling, image force and diffusion taken into account. The strain result should be restated as a change in the slope. It can be read as a change in the product only if the effect of valley splitting is known or negligible. The numerical output below gives the fitted slopes and the activation energies of the emission model; the effects of diffusion, interface reflection and image force at light doping are separate estimates.

## Calculated quantities

```
Contact A: barrier 0.60 eV, mass 0.190 m0
Contact B: barrier 0.45 eV, mass 0.3378 m0
Control: barrier 0.45 eV, mass 0.190 m0
Relative permittivity 11.7; window 5e+19 to 3e+20 cm^-3, 8 points
Density-of-states mass 1.061 m0; supply mass 1.672 m0
Barrier*sqrt(mass), A and B: 0.2615 eV m0^0.5
E00 at 1e20 cm^-3: A 0.1245, B 0.0934 eV
E00/kT at 5e19 cm^-3, 300 K: A 3.41, B 2.55
Fermi level above band edge, 1e20 cm^-3, 300 K: 0.0652 eV
Depletion width A, 1e20 cm^-3: 2.93 nm
All slopes below: natural log per 1e-10 cm^1.5
Slope for 1 eV and 1 m0: 18.423
Leading slope S0, A and B: 4.818; decadic 2.093
Zero-T local slope/S0 at 1e+20 cm^-3: A 1.2520, B 1.2415
Zero-T local slope/S0 at 1e+18 cm^-3: A 1.0280, B 1.0280
Zero-T local slope/S0 at 1e+16 cm^-3: A 1.0029, B 1.0029
Fitted slope at 30 K: A 6.093, B 6.035, control 4.881
Fitted slope at 300 K: A 5.564, B 5.232, control 4.420
30 K slope of ln(rho*N^(2/3)): A 4.677, B 4.619
Resistivity at 1e20 cm^-3, 300 K: A 3.94e-08, B 3.38e-08 ohm cm^2
Mass giving 0.45 eV the 300 K slope of A: 0.4161 m0
Resistivity ratio matched/A over window: 1.242 to 1.298
Largest shape difference after offset: 0.0257 in ln rho
Barrier read from 300 K slope of A if mass 0.19 m0: 0.693 eV
Barrier read from 300 K slope of A if mass 0.26 m0: 0.592 eV
Barrier read from 300 K slope of A if mass 0.34 m0: 0.518 eV
Equivalent changes: barrier -5.0 %, mass -9.75 %
Slope change at 30 K: by barrier -3.98 %, by mass -3.84 %
Slope change at 300 K: by barrier -4.13 %, by mass -3.27 %
Activation energies, 290-310 K:
  1e14 cm^-3: A 0.5971, B 0.4476 eV
  1e16 cm^-3: A 0.5855, B 0.4393 eV
  1e16 cm^-3, tunnelling off: A 0.5998, B 0.4502 eV
Mass from corrected slope and 1e14 activation energy: A 0.181, B 0.314 m0
Resistivity ratio 30 K/300 K at 5e19 cm^-3: A 1.65, B 2.14
Metal band depth in wave equation: 10.0 eV
Wave-equation slope without image force, 300 K: A 5.484, B 5.227
  resistivity at 1e20 cm^-3: A 2.03e-08, B 2.45e-08 ohm cm^2
Wave-equation slope with image force, 300 K: A 5.310, B 5.001
  resistivity at 1e20 cm^-3: A 1.35e-08, B 1.54e-08 ohm cm^2
Image-force lowering of peak, A, 1e20 cm^-3: 0.220 eV
Heavy/light valley conductance, A: 7.0e-04 at 5e19, 1.4e-02 at 3e20 cm^-3
Two-band/parabolic band-edge action, gap 1.12 eV: A 0.851, B 0.892
Factor on inferred product if half the donors are active but all are counted: 1.414
Mean donor spacing at 1e20 cm^-3: 2.15 nm
```
